Peak field at a spherical pore tip in n-type silicon

**Question**

I am trying to estimate the electric field at the bottom of a pore etched into n-type silicon. The tip is roughly spherical with a radius of 20 nm, the doping is 1e17 cm⁻³, and the band bending in the silicon is 1 V.

For a flat surface I know what to do: find the depletion width W, then use 2V/W. For the tip I tried the field of a charged metal sphere, V/a, which gives 0.5 MV/cm. But that formula ignores the donor charge, and it puts the zero of potential at infinity, whereas the depletion region ends somewhere. I don't know whether these are small corrections. What is the peak field, how does it compare with the planar value, and can I trust a sphere as a model of a real pore tip?

**Answer**

Both omissions matter, and both make V/a too small. The spherical depletion problem can be solved in closed form.

**Setting up the model**

Let the pore be a sphere of radius a filled with a well-conducting electrolyte, so that its surface is an equipotential. Let u(r) be the upward band bending in volts, with u = V at the pore and u = 0 in the neutral silicon. V is the drop inside the silicon only; any drop in the electrolyte or in a surface layer is excluded.

Assume that all electrons have left the region a < r < R, that the donors there form a smooth positive background of density N, and that holes reaching the surface are consumed by the etching reaction. The last assumption is examined below. The electrostatic potential is −u, so Poisson's equation reads

∇²u = k, with k = qN/ε.

The field vector points towards the pore. I write E = −du/dr for its magnitude.

**The field and the depletion edge**

In spherical symmetry,

d/dr (r² du/dr) = k r².

Integrate from r to R. The field vanishes at R because the silicon beyond is neutral, so

r² E(r) = k(R³ − r³)/3,

E(r) = (k/3)(R³/r² − r).

Both terms decrease as r grows, so the peak is at the pore surface. With x = R/a,

E_s = (ka/3)(x³ − 1).

The edge R follows from the total drop:

V = ∫ₐᴿ E dr = (k/3)[R³(1/a − 1/R) − (R² − a²)/2]

V = (k/6)(2R³/a − 3R² + a²).

For a plane, the same argument gives a field k(W − z) at depth z. Hence V = kW²/2 and

W = √(2V/k), E_p = kW = 2V/W.

Put w = W/a, so that 6V/(ka²) = 3w². Dividing the spherical voltage equation by ka²/6 gives

2x³ − 3x² + 1 = (x − 1)²(2x + 1) = 3w².

The left side has derivative 6x(x − 1), which is positive for x > 1, so there is one physical root. To find it, set x = y + 1/2, which removes the quadratic term:

2y³ − 3y/2 + 1/2 = 3w².

Now put y = cosh t and use 4cosh³t − 3cosh t = cosh 3t. The equation becomes (cosh 3t + 1)/2 = 3w², so

x = 1/2 + cosh[arccosh(6w² − 1)/3].

This form holds for 6w² ≥ 2. For blunter tips, replace cosh and arccosh by cos and arccos.

**Your numbers**

With a relative permittivity of 11.7, k = 1.5466e-4 V/nm². The planar case gives

W = √(2 × 1 / 1.5466e-4) = 113.7 nm,

E_p = 2 × 1/113.7 = 0.0176 V/nm = 0.176 MV/cm.

For the sphere, w = 113.72/20 = 5.686 and 3w² = 96.99. The root is x = 4.209, so the depletion edge is at R = 84.2 nm. The depleted shell is 64 nm thick, thinner than the planar layer. Then

E_s = (1.5466e-4 × 20/3)(4.209³ − 1) = 0.0759 V/nm = 0.76 MV/cm.

The tip field is 4.3 times the planar value. Since E_p grows as √V, a plane with the same doping would need 4.313² × 1 V = 18.6 V of band bending to reach it, if it stayed in deep depletion without breaking down. It would not: with standard ionization coefficients such a plane avalanches at roughly 15 V, near 0.7 MV/cm, so 18.6 V is only an equivalent figure.

**What was missing from V/a**

Divide E_s a by V, using the two expressions above and cancelling one factor x − 1:

E_s a/V = 2(x³ − 1)/[(x − 1)²(2x + 1)] = 2(x² + x + 1)/[(x − 1)(2x + 1)].

The denominator is 2x² − x − 1 and the numerator is that plus 3(x + 1). Therefore

E_s a/V = 1 + 3(x + 1)/[(x − 1)(2x + 1)].

The second term is positive, so V/a is a lower bound in this model. Here the second term equals 0.517: the field is 52% above your estimate. The term falls only as 3/(2x) for large x, so V/a becomes good when the depletion edge is many tip radii away, and x = 4.2 is not enough.

The two omissions can be separated. With u = 0 at R but no donor charge in the shell, the surface field would be VR/[a(R − a)] = 0.66 MV/cm. The donors add the remaining 0.10 MV/cm.

The opposite limit is a blunt tip. Let x = 1 + d with d small. The cubic gives w = d√(1 + 2d/3) ≈ d + d²/3, hence 1/d ≈ (1/w)(1 + w/3). Also

E_s a/V = 2(3 + 3d + d²)/[d(3 + 2d)] ≈ (2/d)(1 + d/3) ≈ (2/w)(1 + 2w/3).

Since E_p a/V = 2/w,

E_s/E_p ≈ 1 + 2W/(3a) for a ≫ W.

In the sharp limit, E_s ≈ V/a gives E_s/E_p ≈ W/(2a). For your tip these formulas give 4.8 and 2.8, on either side of the full result. With V and N held fixed, the full formula gives:

- a = 10 nm: 1.30 MV/cm, 7.4 times planar
- a = 50 nm: 0.42 MV/cm, 2.4 times planar
- a = 100 nm: 0.30 MV/cm, 1.7 times planar
- a = 1000 nm: 0.19 MV/cm, 1.08 times planar

Doping matters less at a sharp tip than on a plane. At fixed V and a, w² is proportional to 1/N, so differentiating the cubic gives

dx/dlnN = −(x − 1)(2x + 1)/(6x).

Insert this into the derivative of E_s:

dE_s/dlnN = (ka/3)(x³ − 1) + ka x² dx/dlnN = (ka/6)(x − 1)(x + 2).

Dividing by E_s,

dlnE_s/dlnN = (x + 2)/[2(x² + x + 1)].

This is 1/2 in the planar limit x → 1, but 0.135 here. A 10% error in doping moves the tip field by little more than 1%.

**Is a sphere a fair model of a pore tip?**

A real tip is the end of a shaft, which is also at the pore potential. If the sphere of radius a fits inside the pore and touches it at the apex, as for a hemispherical end, the sphere overestimates the apex field, as the following comparison shows. The apex radius alone does not fix the field. With mobile electrons included as below, a flattened end with apex radius 20 nm on a shaft of radius 10 nm gives about 0.9 MV/cm at the apex and more at the rim, while a paraboloid with the same apex radius gives about 0.6 MV/cm. Sharper facets or roughness are not covered and can raise the field locally.

Take two pores, the smaller contained in the larger, with the same V. Call their solutions u₁ and u₂. Each satisfies ∇²u = k where u > 0 and is zero beyond its depletion edge. Suppose u₁ > u₂ somewhere outside the larger pore. In that region ∇²u₁ = k, while ∇²u₂ is at most k, so u₁ − u₂ has a non-negative Laplacian and cannot have an interior maximum above its boundary values. But it is zero on the boundary of the region, a contradiction. Hence u₂ ≥ u₁. Where the two pore surfaces touch, both solutions start from V, and the larger pore has the gentler slope.

The tip sphere fits inside a pore with a hemispherical end, and that pore fits behind the plane tangent to its tip. Therefore

E_p ≤ E_tip ≤ E_s.

To see where the tip falls between these bounds, I solved Poisson's equation numerically, by finite volumes, for a hemispherical end on a long straight shaft of the same radius. This calculation includes mobile electrons at 300 K, which blur the depletion edge:

∇²u = k[1 − exp(−u/V_T)], V_T = k_B T/q = 0.02585 V.

The tip field is 0.73 MV/cm, against 0.745 for the full sphere treated in the same way. The shaft lowers the tip field by 2.5%. Away from the apex the field falls, to 0.71 MV/cm at 45° and about 0.57 where the cap meets the shaft; its average over the cap is 0.68. Far up the shaft the field is 0.40 MV/cm.

The electrons themselves lower the spherical result by 1.8%. For the plane, multiplying the equation by du/dz and integrating from the bulk gives

E² = 2k[V − V_T(1 − exp(−V/V_T))],

which lowers the planar field by 1.3%, to 0.174 MV/cm. With both corrections the tip-to-plane ratio is 4.2.

Neighbouring pores act in the same direction as the shaft: adding them enlarges the total pore region, so it cannot raise the field at a given tip. For two spheres, this starts when their centres are closer than 2R, about 170 nm.

**Are the donors really a smooth background?**

Not on this scale. The mean donor spacing N^(−1/3) is 21.5 nm, about the tip radius, and the depleted shell holds about 250 donors.

Consider first the field averaged over the pore surface. The function

h(r) = (a/r)(R − r)/(R − a)

solves Laplace's equation, equals 1 on the pore and 0 at R. By Green's reciprocity, a donor at r induces the fraction h(r) of its charge, with opposite sign, on the pore. The edge can be held fixed to first order, because both u and its slope vanish there. For independently placed donors, the variance of the induced number of charges is

N ∫ₐᴿ h² 4πr² dr = [4πNa²/(R − a)²] ∫ₐᴿ (R − r)² dr = 4πNa²(R − a)/3.

This is 10.8, so the standard deviation is 3.3 charges. Each contributes q/(4πεa²) = k/(4πNa²) = 0.0031 MV/cm, giving a scatter of 0.010 MV/cm, or 1.3% of the peak field.

Locally the effect is larger. A donor at distance d from the surface, at r₀ = a + d, has an image charge −qa/r₀ at radius a²/r₀, which lies ad/r₀ below the nearest surface point. If the depletion edge is ignored, the two fields add there to

(q/4πε)[1/d² + (a/r₀)(r₀/(ad))²] = (q/4πε)(2 + d/a)/d².

For d = 5 nm this is 0.11 MV/cm, about 15% of the peak field. Such spots are few: the shell within 5 nm of the pore has a volume of (4π/3)(25³ − 20³) nm³ and holds about three donors on average. The nearest donor is usually closer still. Over a hemispherical cap its median distance follows from N(2π/3)[(a + d)³ − a³] = ln 2, which gives d ≈ 2.5 nm and an extra 0.44 MV/cm, about 60% of the peak field, on a spot a few nanometres wide. At such distances the continuum picture is only rough. The smooth-donor result is therefore a good surface average (the scatter is 1.6% over a hemisphere), but it misses the local peaks beside the nearest donors, which can be comparable with the smooth field itself.

**Breakdown and tunnelling**

At 1 V, a carrier crossing the layer gains at most about 1 eV. Creating an electron–hole pair takes at least the gap, roughly 1.12 eV, so there is no avalanche despite the high field. Direct band-to-band tunnelling is also closed: the valence edge at the surface lies 0.12 eV below the conduction edge in the bulk, so there are no conduction states at the right energy.

To judge what happens once a higher bias opens this channel, take a two-band barrier with decay constant κ = √(2mE_g s(1 − s))/ħ, where s runs from 0 to 1 across the gap. In a constant field E the path length is E_g/(qE). Since ∫₀¹ √(s(1 − s)) ds = π/8, the tunnelling exponent is

2∫κ dl = (π/4)(√(2mE_g)/ħ) E_g/(qE).

With a rough mass of 0.2 electron masses, it is 28 at the tip field and 121 at the planar field. Both values are underestimates, because the field is not constant along the path: at the tip the path would be 15 nm, over which the field falls to about a third of its peak. The barrier is therefore opaque at 0.76 MV/cm. A higher bias also raises the tip field, however: integrating κ along the actual spherical profile gives an exponent of about 80 at 1.15 V, 25 at 2 V, 15 at 3 V and 8 at 5 V, so the barrier thins quickly within a few volts. The tip is still favoured over the plane at equal V: the layer beyond any radius r is itself a spherical problem with drop u(r), so at each value of u the field exceeds the planar one. The estimate omits the phonons that silicon's indirect gap requires. Tunnelling through surface states or traps is not covered.

**How this compares with real etching**

A pore 40 nm across in silicon doped at 1e17 cm⁻³ is in the range of mesopores etched in hydrofluoric acid. Dissolution needs holes, and in n-type silicon in the dark breakdown or tunnelling at the pore tips can supply them. As shown above, avalanche and direct band-to-band tunnelling both need more than the 1 V used here.

The assumption to watch is the removal of holes. If they were in equilibrium with the bulk, their surface density would be

p_s = (n_i²/N) exp(V/V_T) ≈ 6e19 cm⁻³

for a rough intrinsic density n_i of 1e10 cm⁻³. That is far above N: the surface would be strongly inverted. The extra positive charge would add about V_T p_s/N ≈ 16 V to the bracket in the planar formula for E², raising the planar field about fourfold. This is a crude figure, because Boltzmann statistics are strained at such a density.

During etching, a hole current density J leaving the surface at an effective velocity v requires p = J/(qv). At J = 10 mA/cm², p stays below N if v exceeds 0.6 cm/s. Even at p = N the holes add only V_T, or 0.026 V, to the bracket. On a plane, the deep-depletion result fails when V_T p/N becomes comparable with V, which needs a surface reaction some forty times slower. The tip is more tolerant. The holes sit in a layer much thinner than the tip radius, so they add nearly the same amount to E² as on a plane, but the tip field without holes already corresponds to 18.6 V. The hole density that adds 1 V therefore raises the tip field by only about 3%, and even the equilibrium density above would raise it by only about 40%, or somewhat less if the holes are treated with Fermi statistics. Here J is the local current density at the tip, which can exceed the wafer average, and the required v scales with it. If p stays below N, a fair figure for a hemispherical tip is 0.73 to 0.76 MV/cm at the apex, a little over four times the planar field, and about 0.68 MV/cm averaged over the cap. Other end shapes with the same apex radius can differ from this by 20% or more.
